# Choosing the Number of Forced Collisions in a Thin Implanted Layer

Boron ions of 200 keV cross 10 nm of amorphous silicon, and we want the energy they pass to silicon atoms in collisions that transfer more than 5 keV. Making every ion collide, with a suitably reduced weight, lowers the variance per ion by a factor of about 270. If bringing an ion to the layer and sampling its flights cost nothing, however, the gain at equal computing cost is 1.66. If flights are still free but arrival costs as much as sampling ten collisions, the gain is about 250. The estimator, the layer and the tally are the same in both cases.

The setting behind these numbers is the count $m$ of flights per ion history on which a Monte Carlo transport program forces a collision. With $m=0$ the transport is analogue: each ion collides or escapes at random. This guide derives what $m$ changes and what it leaves alone.

## What happens on one flight

Take a uniform layer of thickness $L$, with depth $z$ measured from the entrance surface. An ion has direction cosine $\mu$ relative to the inward normal. Its distance to the surface along a straight flight is

$$d=\frac{L-z}{\mu}\quad(\mu>0),\qquad d=\frac{z}{|\mu|}\quad(\mu<0).$$

Suppose hard collisions occur independently at a rate $\Sigma$ per unit path, constant along the flight. The probability $P(s)$ of reaching distance $s$ without one obeys $P'=-\Sigma P$ with $P(0)=1$, so $P=e^{-\Sigma s}$. The density of the first collision is $\Sigma e^{-\Sigma s}$. With $\tau=\Sigma d$, the escape probability is $e^{-\tau}$ and the collision probability is

$$p=\int_0^d\Sigma e^{-\Sigma s}\,ds=1-e^{-\tau}.$$

Forcing keeps both outcomes. An ion of weight $w$ becomes an escaping fragment of weight $we^{-\tau}$ and a colliding fragment of weight $wp$. The colliding fragment needs a collision point drawn from the density conditional on a collision, $f(s)=\Sigma e^{-\Sigma s}/p$ for $0<s<d$. Set its cumulative distribution equal to a uniform random number $u$ in $[0,1)$:

$$\frac{1-e^{-\Sigma s}}{p}=u\quad\Rightarrow\quad e^{-\Sigma s}=1-up\quad\Rightarrow\quad s=-\frac{\ln(1-up)}{\Sigma}.$$

It is tempting to place the collision uniformly when the layer is thin. The mean of $f$ shows when that is acceptable. Integration by parts gives

$$\int_0^d s\,\Sigma e^{-\Sigma s}ds=-de^{-\tau}+\frac{1-e^{-\tau}}{\Sigma},$$

and division by $p$ gives

$$\langle s\rangle=\frac1\Sigma-\frac{d}{e^\tau-1}\simeq d\left(\frac12-\frac{\tau}{12}\right)\quad(\tau\ll1).$$

At $\tau=1$ the mean is $0.418\,d$, so uniform placement puts collisions about 20% too deep on average. At $\tau=0.006$ the shift is $0.0005\,d$. The exact rule costs one logarithm and removes the question.

Tiny $\tau$ needs care with rounding, because $1-e^{-\tau}$ subtracts nearly equal numbers. At $\tau=10^{-12}$, direct double-precision evaluation gave relative path errors up to $6\times10^{-5}$ over four values of $u$, measured against 50-digit arithmetic. The functions expm1, for $e^x-1$, and log1p, for $\ln(1+x)$, avoid the subtraction and keep the error at rounding level, a few times $10^{-16}$ at most.

## Why the setting does not change the mean

Let $C(s)$ be the expected score per unit weight from a collision at $s$ and everything after it, and let $\bar U$ be the expected score after escape. The analogue expectation is

$$\int_0^d\Sigma e^{-\Sigma s}C(s)\,ds+e^{-\tau}\bar U.$$

The forced expectation is

$$p\int_0^d f(s)C(s)\,ds+e^{-\tau}\bar U.$$

Since $pf(s)=\Sigma e^{-\Sigma s}$, the two are equal. This needs scores proportional to weight, such as collision number, transferred energy or transmitted weight.

For a whole history, apply the equality to the last possible flight and then work backwards: if $C(s)$ is unaffected by later forcing, the expectation at the preceding flight is unaffected too. The argument terminates because each hard collision removes at least $T_c=5$ keV. The largest transfer at 200 keV is 162 keV and is proportional to energy, so hard collisions stop below $5\times200/162=6.17$ keV. After $n$ collisions the energy is at most $200-5n$ keV. Another collision therefore requires $n\leq38$, which allows at most 39 collisions and 40 flights.

The decision to force may depend on position, energy, direction or past events. It must not depend on the random outcome of the flight being decided.

## The collision model used in the example

Let $M_1,M_2$ be the ion and target masses, $E$ the ion energy, and $v$ its speed. The target is initially at rest, and the interaction is an unscreened Coulomb repulsion $K/r$, with $K=Z_1Z_2e^2/(4\pi\epsilon_0)$. Write $M=M_1M_2/(M_1+M_2)$ for the reduced mass, $E_{\rm cm}=Mv^2/2$, $b=K/E_{\rm cm}$, $\rho$ for the impact parameter and $\theta$ for the centre-of-mass deflection.

The momentum transfer is $2Mv\sin(\theta/2)$ and points along the symmetry axis of the orbit. It also equals the time integral of the force component on that axis. Let $\chi$ be the polar angle from the axis. Angular momentum conservation gives $dt=r^2d\chi/(v\rho)$, so the factor $r^2$ cancels the $1/r^2$ of the force:

$$2Mv\sin\frac\theta2=\frac{K}{v\rho}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\chi\,d\chi=\frac{2K}{v\rho}\cos\frac\theta2.$$

Hence $\rho=(b/2)\cot(\theta/2)$. The target carries away the whole momentum transfer, so its energy is

$$T=\frac{[2Mv\sin(\theta/2)]^2}{2M_2}=T_m\sin^2\frac\theta2,\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E,$$

where $v^2=2E/M_1$ was used. Transfers above $T_c$ come from impact parameters below $\rho_c$. With $\cot^2x=1/\sin^2x-1$,

$$\sigma=\pi\rho_c^2=\frac{\pi b^2}{4}\left(\frac{T_m}{T_c}-1\right),\qquad \Sigma=N\sigma,$$

where $N$ is the atomic density. Replacing $T_c$ by $T$ gives the cross section for transfers above $T$, which is linear in $1/T$. Therefore $1/T$ is uniformly distributed:

$$\frac1T=\frac1{T_c}-u\left(\frac1{T_c}-\frac1{T_m}\right).$$

The ion's laboratory deflection $\varphi$ follows from momentum conservation. The squared recoil momentum is

$$2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\varphi.$$

Solving for the cosine gives

$$\cos\varphi=\frac{1-(1+M_2/M_1)T/(2E)}{\sqrt{1-T/E}}.$$

With a uniform azimuth $\alpha$ about the old direction, projection on the surface normal gives the new cosine, $\mu'=\mu\cos\varphi+\sqrt{1-\mu^2}\sin\varphi\cos\alpha$. The energy becomes $E-T$, and $\Sigma$ is evaluated again before the next flight.

## What forcing does to the variance

Let $X$ and $U$ be the random scores per unit starting weight after collision and after escape. An analogue history scores $X$ with probability $p$ and $U$ otherwise. A forced history scores $pX+(1-p)U$. Both have the same mean, so their variances differ by their mean squares:

$$\begin{aligned}
V_A-V_F&=pE[X^2]+(1-p)E[U^2]\\
&\quad-p^2E[X^2]-(1-p)^2E[U^2]-2p(1-p)E[XU]\\
&=p(1-p)E[(X-U)^2]\geq0.
\end{aligned}$$

The last step uses $p-p^2=(1-p)-(1-p)^2=p(1-p)$. The expectation of $XU$ refers to the pair generated in the forced run. The scores of both fragments must be added before squaring, because they belong to one history.

In this example the escaping fragment leaves and scores at once, so one live branch remains. Now force one further flight. Given everything before it, the conditional mean is unchanged and the conditional variance cannot rise. Since total variance is the mean conditional variance plus the variance of the conditional mean, it cannot rise either.

The reduction vanishes as $p\to0$ or $p\to1$, but its relative importance differs. Consider a tally with $U=0$, and let $a_1=E[X]$ and $a_2=E[X^2]$. Then

$$V_A=pa_2-p^2a_1^2,\qquad V_F=p^2(a_2-a_1^2),$$

$$\frac{V_A}{V_F}\simeq\frac1p\,\frac{a_2}{a_2-a_1^2}\quad(p\ll1,\ a_2>a_1^2).$$

For $p\to1$ the ratio tends to one, provided the collision score varies ($a_2>a_1^2$): nearly every ion collides anyway.

## What it does to the cost

Count cost in units of one collision sampling. Let $c$ be the cost of bringing an ion to the layer, and $k_A,k_F$ the mean numbers of collisions sampled per history. Flights themselves are taken as free. Since a history has one more flight than collisions, a cost $f$ per flight would simply replace $c$ by $(c+f)/(1+f)$ in the result below. The case $c=0$ is therefore a limit that a real program does not quite reach. Since variance falls inversely with the number of histories, the gain at equal cost is

$$G=\frac{V_A}{V_F}\,\frac{c+k_A}{c+k_F}.$$

With one forced flight, an analogue ion performs the same collision sequence with probability $p$, so $k_A=pk_F$. At $c=0$ this gives $G=pV_A/V_F$. The factor $1/p$ in the variance ratio cancels, and $G\to a_2/(a_2-a_1^2)$ for small $p$. Forcing then saves little unless the collision score varies little. For large $c$, the full variance ratio is recovered.

With $U=0$, one forced flight cannot lose in this cost model, because

$$pV_A-V_F=p^2(1-p)a_1^2\geq0,$$

and a positive $c$ raises the cost factor above $p$. If the escaping fragment needs expensive transport below the layer, that cost must be added and the conclusion may fail.

## The 10 nm layer in numbers

The inputs are masses of 11 and 28 u, atomic numbers 5 and 14, $N=50\ {\rm nm^{-3}}$ and normal incidence. The formula gives $\sigma=1.215\times10^{-5}\ {\rm nm^2}$. Thus $\Sigma=50\sigma=6.076\times10^{-4}\ {\rm nm^{-1}}$, the mean free path is 1646 nm, $\tau=0.006076$ and $p=0.006058$. The escaping weight is 0.993942.

The normalized density of first transfers is $T_cT_m/[(T_m-T_c)T^2]$. Its moments are

$$a_1=\frac{T_cT_m}{T_m-T_c}\ln\frac{T_m}{T_c}=17.945\ {\rm keV},$$

$$a_2=T_cT_m=5\times162=810\ {\rm keV^2}.$$

So $a_2-a_1^2=488\ {\rm keV^2}$. Neglecting later collisions, $V_A=4.895$ and $V_F=0.01791\ {\rm keV^2}$, a ratio of 273. The simulation gave 270.5, uncertain by about 3% because $V_A$ rests on some 12,000 collisions with widely spread transfers; adding second collisions by quadrature gives 272.6. At $c=0$ the expected gain is $810/488=1.66$, which explains the opening contrast. With the simulated variances and costs, the gain is 136 at $c=1$, 246 at $c=10$ and 268 at $c=100$, each with the same 3% uncertainty; the quadrature values are 1.65 at $c=0$, then 137, 248 and 270.

The means per incident ion, with standard errors in parentheses, came from 2,000,000 analogue histories and 200,000 with one forced flight:

| Tally | $m=0$ | $m=1$ |
|---|---:|---:|
| Collisions / $10^{-3}$ | 6.19 (0.06) | 6.091 (0.001) |
| Transfer / keV | 0.110 (0.002) | 0.1091 (0.0003) |
| Reflected / $10^{-5}$ | 8.2 (0.6) | 8.3 (0.2) |

The collision count gains most because every first collision scores the same weight $p$. Its remaining noise comes from later collisions.

Second collisions have an independent deterministic value. One integrates the first-collision density over depth and scattering angle, multiplied by $1-e^{-\tau'}$ for the next flight. Gauss–Legendre quadrature gives $3.353\times10^{-5}$ per ion. One forced flight gave $3.27(0.10)\times10^{-5}$, and two gave $3.41(0.03)\times10^{-5}$. The second forced flight sharpens this tally but leaves the standard error of transferred energy at 0.0003 keV, while doubling the collision samplings.

One comparison is less comfortable. For collisions in the rear half, the analogue result was $3.16(0.04)\times10^{-3}$ and the one-forced result $3.030(0.007)\times10^{-3}$, a difference of 3.3 combined standard errors. The expected value can be estimated. First collisions contribute $e^{-\tau/2}-e^{-\tau}=3.024\times10^{-3}$. An ion still moving inward after its first collision makes the second one deeper, and in a thin layer the deeper of two nearly uniform depths lies in the rear half with probability $3/4$. Ions that turn back are few, but they are slower and often travel obliquely, so they supply about a sixth of the second collisions, and fewer than a third of those lie in the rear half. With both groups included, second collisions add about $0.022\times10^{-3}$. The analogue and one-forced results lie on opposite sides of the total, $3.047\times10^{-3}$, about 2.9 and 2.5 standard errors away. With two forced flights the result was $3.059(0.007)\times10^{-3}$. This pattern suggests a fluctuation among the 24 forced–analogue comparisons made, six tallies in four forced runs and not all independent, but one set of runs cannot establish that.

## When forcing every flight is too much

A layer one mean free path thick makes repeated collisions common. All other model parameters are held fixed. Here $p=0.632$, and 500,000 histories were run for each setting. The mean transfer was 22.20(0.06), 22.29(0.04) and 22.25(0.03) keV for no, one and all flights forced. The rear-half counts agreed at 0.704.

The transfer variances were 1545.5, 803.5 and 505.6 keV². The first drop is 742 keV². Evaluating $p(1-p)E[X^2]$ from the forced histories gives 757 keV², about 2% higher; the measured drop has a sampling error of about 8 keV², so the two differ by about two standard errors.

The mean collision samplings were 1.336, 2.117 and 14.237. At $c=0$, the products of variance and cost are therefore 2065, 1701 and 7198, where smaller is better. Forcing every flight has the smallest variance but, at $c=0$, the worst efficiency of the three: it keeps following fragments of little weight. It overtakes one forced flight when

$$505.6(c+14.237)<803.5(c+2.117),$$

which requires $c$ above about 18 to 19. An intermediate setting does better than either at that cost: two forced flights give a variance near 580 keV² for 3.0 collision samplings, so at $c=18$ the product of variance and total cost is about 12,200, against about 16,200. These break-even values belong to this layer and tally.

## How far the model can be trusted

An energy of 200 keV is in the rough range of deep boron well implants, and the silicon density is a rounded realistic value. The 5 keV cut is a choice. The largest computed correction to the hard-collision rate is electronic screening of the nuclei. Integrating the classical orbit with the universal Ziegler–Biersack–Littmark potential lowers $\sigma$ by 12%, and hence $p$ to about 0.0054. The size depends on the screening function: with the Firsov screening length, the Molière and Kr–C potentials give 14% and 10%. The Lindhard–Scharff estimate of electronic energy loss is 2.9 keV across 10 nm. This estimate is low for boron in silicon, where the actual loss is roughly one and a half times larger. Softer nuclear collisions, from the same screened orbits, remove 0.10 keV and deflect the ion by about 2° rms; the rms is dominated by rare transfers near the cut, and the median deflection is about 0.8°. Together the two estimated losses raise $\Sigma$ at the exit by 1.5%, or by about 2% with the larger electronic loss.

The transfer tally is not a map of deposited energy. Dividing the mean recoil energy by its initial nuclear and electronic loss rate gives a distance scale of 35 nm along the recoil direction. Recoils leave obliquely, at an angle to the beam with cosine $\sqrt{T/T_m}$, so the scale along the normal is about 12 nm for the mean recoil and about 5 nm for the median recoil of 9.7 keV, comparable with the layer thickness. In a crystalline layer with an aligned beam, channelling correlates successive collisions and the constant-rate assumption fails; that effect was not sized.

The thick layer tests the estimator and does not describe a real boron implant. Electronic loss proportional to speed, starting at $0.291\ {\rm keV/nm}$, would stop the ion after $2\times200/0.291\simeq1375$ nm, before it crossed 1646 nm. When energy changes along a flight, use $\tau(s)=\int_0^s\Sigma(s')ds'$, draw $t=-\ln[1-u(1-e^{-\tau(d)})]$, and solve $\tau(s)=t$. The proof of equal means is unchanged, with $\Sigma(s)e^{-\tau(s)}$ as the collision density. If the ion would stop before reaching the surface, let $d$ be the distance to the stopping point and score the uncollided fragment as stopped, not escaped.

## Choosing the setting

- Use $m=1$ for first-collision tallies in a layer with $p\ll1$, when reaching the layer costs much more than $p$ collision samplings. For transferred energy in the 10 nm layer, the cost formula already gives a gain of about 26 at $c=0.1$.
- Use $m=2$ when second collisions are themselves the quantity sought.
- Before forcing more flights, compare variance times total cost in a short run. The variance alone favours the largest $m$, whatever it costs.
- For collision tallies whose score varies strongly from collision to collision, expect little from one forced flight when $p$ is near one or when arrival, flight sampling included, costs much less than $p$ collision samplings. Escape without any collision is different: forcing the first flight scores its probability $e^{-\tau}$ exactly, however small it is.
